# Why RMM-DIIS can converge to the wrong states: a program that tests the result

```python
"""
Result under test: residual minimisation (RMM-DIIS) converges to an eigenvector
selected by the starting vector, not necessarily to the lowest one.
For a unit vector v: rho = <v|H|v>, residual R = (H - rho) v, sigma = |R|.
Every eigenvector is a minimum of sigma; excited ones are saddles of rho.
Lock-in: if sigma < (sqrt(2)-1)*g, with g the distance from the eigenvalue
nearest rho to its closest neighbour, later cycles cannot change the state.
Model: one electron, V(x) = x^2/2 + exp(-(x-1)^2), hartree atomic units.
Levels are numbered from 0 (ground state).
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
half_width, n_points, shift = 7.0, 139, 2.0
depth, tolerance = 10, 1e-8
h = 2 * half_width / (n_points + 1)
x = -half_width + h * np.arange(1, n_points + 1)
potential = x**2 / 2 + np.exp(-(x - 1)**2)
off_diagonal = -0.5 / h**2
T = (np.diag(np.full(n_points, 1 / h**2))
     + np.diag(np.full(n_points - 1, off_diagonal), 1)
     + np.diag(np.full(n_points - 1, off_diagonal), -1))
H = T + np.diag(potential)
K = np.linalg.inv(T + shift * np.eye(n_points))
levels, states = np.linalg.eigh(H)


def unit(v):
    return v / np.linalg.norm(v)


def measure(v):
    """Rayleigh quotient, residual vector and residual norm."""
    v = unit(v)
    hv = H @ v
    rho = v @ hv
    residual = hv - rho * v
    return rho, residual, np.linalg.norm(residual)


def gaussian(centre):
    return unit(np.exp(-(x - centre)**2 / 2))


def nearest_level(energy):
    return int(np.argmin(abs(levels - energy)))


def locked_level(rho, sigma):
    """Level guaranteed by the lock-in condition, or None."""
    k = nearest_level(rho)
    gap = np.min(abs(np.delete(levels, k) - levels[k]))
    return k if sigma < (np.sqrt(2) - 1) * gap else None


def rmm_diis(start, max_cycles=1500):
    """Minimise |(H-eps)v|/|v| in the span of stored vectors; refresh eps."""
    v = unit(start)
    history = []
    for _ in range(max_cycles):
        eps, residual, sigma = measure(v)
        history.append((eps, sigma))
        if sigma < tolerance:
            break
        basis = v[:, None]
        for _ in range(depth):
            new = unit(K @ residual)
            # Repeated orthogonalisation changes the basis, not its span.
            for _ in range(2):
                new = unit(new - basis @ (basis.T @ new))
            basis = np.column_stack((basis, new))
            residual_basis = H @ basis - eps * basis
            coefficients = np.linalg.svd(residual_basis,
                                         full_matrices=False)[2][-1]
            residual = residual_basis @ coefficients
        v = unit(basis @ coefficients)
    return v, history


def rayleigh_minimise(start, max_steps=1000):
    """Preconditioned conjugate-direction minimisation of rho."""
    v, direction = unit(start), None
    for _ in range(max_steps):
        _, residual, sigma = measure(v)
        if sigma < tolerance:
            break
        columns = [v, unit(K @ residual)]
        if direction is not None:
            columns.append(direction)
        basis = np.linalg.qr(np.column_stack(columns))[0]
        coefficients = np.linalg.eigh(basis.T @ H @ basis)[1][:, 0]
        new = unit(basis @ coefficients)
        direction = unit(new - v * (v @ new))
        v = new
    return v


def check_run(history):
    """Convergence, residual descent and lock-in; returns the final level."""
    rho, sigma = history[-1]
    assert sigma < tolerance
    final = nearest_level(rho)
    assert abs(levels[final] - rho) < 1e-9
    for (r0, s0), (r1, s1) in zip(history, history[1:]):
        assert np.hypot(s1, r1 - r0) <= s0 + 1e-11
    for r, s in history:
        assert np.min(abs(levels - r)) <= s + 1e-11
        guaranteed = locked_level(r, s)
        assert guaranteed is None or guaranteed == final
    return final


def count_below(mu):
    """Eigenvalues below mu from signs of tridiagonal elimination pivots."""
    pivot = H[0, 0] - mu
    count = int(pivot < 0)
    for i in range(1, n_points):
        pivot = H[i, i] - mu - off_diagonal**2 / pivot
        count += int(pivot < 0)
    return count


print(f"grid: {n_points} points, spacing {h:.3f} bohr, "
      f"walls at +/-{half_width:.1f} bohr")
print(f"preconditioner shift {shift:.1f} hartree; "
      f"{depth} new vectors per cycle; tolerance {tolerance:.0e} hartree")
print("levels 0-6 (hartree):", " ".join(f"{e:.6f}" for e in levels[:7]))

# Curvatures at an excited eigenvector, from small finite displacements.
k, step = 3, 1e-3
mixed = gaussian(-1.0)
mixed = unit(mixed - states[:, k] * (states[:, k] @ mixed))
for name, w in (("level 0", states[:, 0]), ("level 5", states[:, 5]),
                ("Gaussian", mixed)):
    rho, _, sigma = measure(states[:, k] + step * w)
    residual_curve = sigma**2 / step**2
    rayleigh_curve = (rho - levels[k]) / step**2
    displaced = H @ w - levels[k] * w
    assert abs(residual_curve / (displaced @ displaced) - 1) < 1e-3
    assert abs(rayleigh_curve - w @ displaced) < 1e-3
    assert residual_curve > 0
    if name == "level 0":
        assert rayleigh_curve < 0
    print(f"at level 3 towards {name}: sigma^2/eps^2 = "
          f"{residual_curve:.4f} hartree^2, "
          f"(rho-E3)/eps^2 = {rayleigh_curve:.4f} hartree")

# Equal mixture of two eigenvectors: stationary, but not a minimum.
a, b = states[:, 0], states[:, 1]
spacing = levels[1] - levels[0]
equal = unit(a + b)
probe, t = gaussian(1.0), 1e-4
slope = (measure(equal + t * probe)[2]**2
         - measure(equal - t * probe)[2]**2) / (2 * t)
assert abs(slope) < 1e-4


def plane_variance(angle):
    return measure(np.cos(angle) * a + np.sin(angle) * b)[2]**2


t = 1e-3
curve = (plane_variance(np.pi / 4 + t) - 2 * plane_variance(np.pi / 4)
         + plane_variance(np.pi / 4 - t)) / t**2
assert abs(curve / (-2 * spacing**2) - 1) < 1e-3
assert abs(measure(equal)[2] - spacing / 2) < 1e-10
print(f"equal mixture of levels 0,1: sigma = {measure(equal)[2]:.6f} "
      f"hartree, curvature of sigma^2 = {curve:.4f} hartree^2/rad^2")

# Same starts and preconditioner, two different quantities minimised.
print("Gaussian starts; energies and residuals in hartree, centre in bohr")
print("centre  rho0    sigma0  weight0  nearest  RMM  E_RMM     "
      "res_RMM  cycles  lock  RQ  E_RQ")
found = []
for centre in (0.0, -1.0, -1.5, -2.0, -2.5, -3.0):
    start = gaussian(centre)
    rho0, _, sigma0 = measure(start)
    _, history = rmm_diis(start)
    final = check_run(history)
    found.append(final)
    lock = next(i for i, pair in enumerate(history)
                if locked_level(*pair) is not None)
    e_rq, _, res_rq = measure(rayleigh_minimise(start))
    assert res_rq < tolerance and abs(e_rq - levels[0]) < 1e-9
    weight = (states[:, 0] @ start)**2
    print(f"{centre:5.1f}  {rho0:.4f}  {sigma0:.4f}  {weight:.4f}  "
          f"{nearest_level(rho0):5d}  {final:5d}  {history[-1][0]:.6f}  "
          f"{history[-1][1]:.1e}  {len(history)-1:5d}  {lock:4d}  "
          f"{nearest_level(e_rq):2d}  {e_rq:.6f}")
assert found[0] == 0 and found[-1] > 0

print("history of the start at -3 bohr (hartree):")
for cycle, (rho, sigma) in enumerate(history[:6]):
    print(f"  cycle {cycle}: rho = {rho:.6f}, sigma = {sigma:.3e}")

# An admixture of the ground state does not pull RMM-DIIS downwards.
admixture = 0.1
start = unit(states[:, 3] + admixture * states[:, 0])
_, run = rmm_diis(start)
rmm_level = check_run(run)
rq_energy, _, rq_residual = measure(rayleigh_minimise(start))
assert rmm_level == 3
assert rq_residual < tolerance and abs(rq_energy - levels[0]) < 1e-9
print(f"level 3 + {admixture:.1f} * level 0: RMM reaches level {rmm_level}, "
      f"Rayleigh minimisation level {nearest_level(rq_energy)}")

# Remedy: lower the Rayleigh quotient before minimising the residual.
print("start at -3 bohr improved by Rayleigh steps before RMM:")
for steps in (0, 1, 2, 3, 5, 20):
    improved = rayleigh_minimise(gaussian(-3.0), max_steps=steps)
    rho, _, sigma = measure(improved)
    _, run = rmm_diis(improved)
    final = check_run(run)
    print(f"  {steps:2d} steps: rho = {rho:.6f} hartree, "
          f"sigma = {sigma:.3e} hartree, final level {final}")
assert final == 0


def rayleigh_ritz(vectors):
    basis = np.linalg.qr(vectors)[0]
    energies, rotation = np.linalg.eigh(basis.T @ H @ basis)
    return energies, basis @ rotation


# A block can skip a level although each starting vector contains it.
wanted = [0, 1, 2, 4]
block = np.column_stack([unit(states[:, j] + admixture * states[:, 3])
                         for j in wanted])
_, block = rayleigh_ritz(block)
refined = []
for column in block.T:
    vector, run = rmm_diis(column)
    check_run(run)
    refined.append(vector)
energies, block = rayleigh_ritz(np.column_stack(refined))
worst = max(measure(column)[2] for column in block.T)
assert worst < 1e-7
assert np.max(abs(energies - levels[wanted])) < 1e-9
margin = 0.01
counted = count_below(energies[-1] + margin)
assert counted == np.sum(levels < energies[-1] + margin)
assert counted == len(energies) + 1
for j in range(7):
    assert count_below(levels[j] - margin) == j
error = energies.sum() - levels[:4].sum()
print(f"block: each start has {admixture:.1f} * level 3 added "
      "before normalisation")
print("block energies (hartree):", " ".join(f"{e:.6f}" for e in energies))
print("block levels:", " ".join(str(nearest_level(e)) for e in energies))
print(f"largest block residual: {worst:.1e} hartree")
print(f"levels below top + {margin:.2f} hartree: {counted} counted, "
      f"{len(energies)} found")
print(f"error of sum of four energies: {error:.6f} hartree "
      f"= {error * HARTREE_EV:.4f} eV")
print("verified")
```

Output:

```
grid: 139 points, spacing 0.100 bohr, walls at +/-7.0 bohr
preconditioner shift 2.0 hartree; 10 new vectors per cycle; tolerance 1e-08 hartree
levels 0-6 (hartree): 0.838747 1.944522 2.835737 3.743407 4.702739 5.670278 6.644880
at level 3 towards level 0: sigma^2/eps^2 = 8.4370 hartree^2, (rho-E3)/eps^2 = -2.9047 hartree
at level 3 towards level 5: sigma^2/eps^2 = 3.7128 hartree^2, (rho-E3)/eps^2 = 1.9269 hartree
at level 3 towards Gaussian: sigma^2/eps^2 = 7.4202 hartree^2, (rho-E3)/eps^2 = -2.6727 hartree
equal mixture of levels 0,1: sigma = 0.552888 hartree, curvature of sigma^2 = -2.4455 hartree^2/rad^2
Gaussian starts; energies and residuals in hartree, centre in bohr
centre  rho0    sigma0  weight0  nearest  RMM  E_RMM     res_RMM  cycles  lock  RQ  E_RQ
  0.0  0.9286  0.3355  0.9250      0      0  0.838747  4.4e-09      3     0   0  0.838747
 -1.0  1.0954  0.5829  0.8134      0      0  0.838747  9.3e-12      4     1   0  0.838747
 -1.5  1.6558  1.0083  0.5116      1      1  1.944522  9.1e-09      5     1   0  0.838747
 -2.0  2.5075  1.3980  0.2463      2      2  2.835737  1.5e-09      8     2   0  0.838747
 -2.5  3.6262  1.7640  0.0908      3      2  2.835737  6.9e-10      9     2   0  0.838747
 -3.0  4.9999  2.1207  0.0257      4      4  4.702739  2.1e-09     21     3   0  0.838747
history of the start at -3 bohr (hartree):
  cycle 0: rho = 4.999925, sigma = 2.121e+00
  cycle 1: rho = 4.670684, sigma = 9.280e-01
  cycle 2: rho = 4.721198, sigma = 5.827e-01
  cycle 3: rho = 4.698223, sigma = 2.225e-01
  cycle 4: rho = 4.702891, sigma = 7.621e-02
  cycle 5: rho = 4.702555, sigma = 1.886e-02
level 3 + 0.1 * level 0: RMM reaches level 3, Rayleigh minimisation level 0
start at -3 bohr improved by Rayleigh steps before RMM:
   0 steps: rho = 4.999925 hartree, sigma = 2.121e+00 hartree, final level 4
   1 steps: rho = 3.382979 hartree, sigma = 2.331e+00 hartree, final level 2
   2 steps: rho = 2.412064 hartree, sigma = 2.200e+00 hartree, final level 1
   3 steps: rho = 1.697056 hartree, sigma = 1.809e+00 hartree, final level 1
   5 steps: rho = 1.004810 hartree, sigma = 9.682e-01 hartree, final level 0
  20 steps: rho = 0.838747 hartree, sigma = 4.586e-04 hartree, final level 0
block: each start has 0.1 * level 3 added before normalisation
block energies (hartree): 0.838747 1.944522 2.835737 4.702739
block levels: 0 1 2 4
largest block residual: 4.7e-09 hartree
levels below top + 0.01 hartree: 5 counted, 4 found
error of sum of four energies: 0.959331 hartree = 26.1047 eV
verified
```
